# How Fast Insulator Band Energies Converge with a Uniform k-Point Mesh: test program

```python
"""
Result under test: a uniform k mesh integrates exp(i k.R) exactly except for
nonzero R in the superlattice spanned by N_i a_i. For an insulator the mesh
error of the occupied-band energy therefore decays exponentially, at a rate
set by the strip of complex k in which that energy is analytic.

Symbols: theta = k a (dimensionless), N = mesh points per direction,
shift = mesh offset in units of the mesh step, delta = half the gap (eV),
t = hopping (eV), eta = analyticity width in theta, kappa = eta / a.
Chain: alternating site energies +delta, -delta, equal hoppings t, half filled.
Energies are per primitive cell and include two spins unless stated otherwise.
"""
import itertools
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.special import ellipe

t, delta, a = 1.0, 1.0, 4.0
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
hartree = constants.physical_constants["Hartree energy in eV"][0]


def chain(theta, cells=1, d=delta):
    """Bloch Hamiltonian of a block of cells; theta may be complex."""
    n = 2 * cells
    h = np.zeros((n, n), complex)
    for i in range(n):
        h[i, i] = d if i % 2 == 0 else -d
    for i in range(n - 1):
        h[i, i + 1] += t
        h[i + 1, i] += t
    h[n - 1, 0] += t * np.exp(1j * theta)
    h[0, n - 1] += t * np.exp(-1j * theta)
    return h


def mesh_energy(N, shift=0.0, d=delta):
    angles = 2 * np.pi * (np.arange(N) + shift) / N
    return 2 * np.mean([np.linalg.eigvalsh(chain(x, 1, d))[0] for x in angles])


def exact_energy(d):
    top = d**2 + 4 * t**2
    return -4 / np.pi * np.sqrt(top) * ellipe(4 * t**2 / top)


def width(d):
    return 2 * np.arcsinh(d / (2 * t))


# Selection rule on an oblique lattice, from explicit Cartesian phase sums.
A = np.array([[3.0, 0.2, 0.1], [0.7, 4.0, -0.3], [-0.4, 0.9, 5.0]])
B = 2 * np.pi * np.linalg.inv(A).T
sizes, offsets = np.array([3, 4, 2]), np.array([0.5, 0.2, 0.25])
points = np.array(list(itertools.product(*[range(n) for n in sizes])))
kpoints = ((points + offsets) / sizes) @ B
wrong, total = 0, 0
for n in itertools.product(range(-4, 5), repeat=3):
    n = np.array(n)
    average = np.mean(np.exp(1j * kpoints @ (n @ A)))
    in_superlattice = np.all(n % sizes == 0)
    expected = np.exp(2j * np.pi * np.sum(offsets * n / sizes)) if in_superlattice else 0
    assert abs(average - expected) < 1e-12
    if np.any(n):
        total += 1
        wrong += int(abs(average) > 0.5)

# A Gamma-centred mesh is the Gamma-only calculation on a periodic supercell.
for N in (3, 6, 9):
    ring = np.linalg.eigvalsh(chain(0.0, N))
    assert abs(2 * np.sum(ring[:N]) / N - mesh_energy(N)) < 1e-12

# Independent integral for the exact energy.
integral = quad(lambda x: 2 * np.linalg.eigvalsh(chain(x))[0], 0, np.pi,
                epsabs=1e-12)[0] / np.pi
exact = exact_energy(delta)
assert abs(integral - exact) < 1e-10

# Occupied and empty bands first meet at theta = pi + i eta.
eta = width(delta)
ev = np.linalg.eigvals(chain(np.pi + 1j * eta))
assert abs(ev[0] - ev[1]) < 1e-6
smallest = np.inf
for x in np.linspace(0, 2 * np.pi, 73):
    for y in np.linspace(-0.95 * eta, 0.95 * eta, 39):
        ev = np.linalg.eigvals(chain(x + 1j * y))
        smallest = min(smallest, abs(ev[0] - ev[1]))
assert smallest > 0.1
eta_guaranteed = np.log(1 + 2 * delta / (2 * 2 * t))
assert eta_guaranteed < eta

# Doubled cell: its two occupied bands cross at theta = pi.
crossing = np.linalg.eigvalsh(chain(np.pi, 2))
assert abs(crossing[0] - crossing[1]) < 1e-12
samples = np.array([np.sum(np.linalg.eigvalsh(chain(x, 2))[:2])
                    for x in 2 * np.pi * np.arange(64) / 64])
fourier = np.fft.fft(samples) / 64
orders = np.fft.fftfreq(64) * 64
# The resolvent contour through midgap must equal the continued Fourier series.
theta_c = 0.7 + 0.35j
continued = np.sum(fourier * np.exp(1j * orders * theta_c))
circle = 6 * np.exp(2j * np.pi * (np.arange(400) + 0.5) / 400)
h_complex = chain(theta_c, 2)
contour = np.mean([(w - 6) * w * np.trace(np.linalg.inv((w - 6) * np.eye(4) - h_complex))
                   for w in circle])
assert abs(contour - continued) < 1e-9

# The lowest band alone has a kink; the occupied sum does not.
lowest_exact = quad(lambda x: np.linalg.eigvalsh(chain(x, 2))[0], -np.pi, np.pi,
                    epsabs=1e-12)[0] / (2 * np.pi)
lowest_error, sum_error = {}, {}
for N in (20, 40):
    bands = np.array([np.linalg.eigvalsh(chain(2 * np.pi * j / N, 2)) for j in range(N)])
    lowest_error[N] = np.mean(bands[:, 0]) - lowest_exact
    sum_error[N] = np.mean(bands[:, 0] + bands[:, 1]) - exact
    assert abs(sum_error[N]) < 1e-12
assert abs(lowest_error[20] / lowest_error[40] - 4) < 0.05


def cut_coefficient(n):
    """Fourier coefficient per spin from the branch-cut integral, with s = u^2."""
    def integrand(u):
        s = u * u
        root = np.sqrt(4 * t**2 * np.sinh(eta + s / 2) * np.sinh(s / 2))
        return 2 * u * root * np.exp(-n * (eta + s))
    return (-1)**n / np.pi * quad(integrand, 0, 8, epsabs=1e-14, limit=200)[0]


# Mesh errors for several offsets equal the sum of superlattice coefficients.
for N in (3, 4, 5):
    coefficients = [cut_coefficient(m * N) for m in range(1, 9)]
    for shift in (0.0, 0.25, 0.5, 0.13):
        aliased = sum(4 * c * np.cos(2 * np.pi * m * shift)
                      for m, c in enumerate(coefficients, 1))
        assert abs(mesh_energy(N, shift) - exact - aliased) < 1e-11

# High-precision mesh errors against the asymptotic law and its first correction.
mp.mp.dps = 50


def precise_error(N):
    d, hop = mp.mpf(delta), mp.mpf(t)
    top = d**2 + 4 * hop**2
    mesh = -2 * mp.fsum(mp.sqrt(d**2 + 4 * hop**2 * mp.cos(mp.pi * j / N)**2)
                        for j in range(N)) / N
    return mesh + 4 / mp.pi * mp.sqrt(top) * mp.ellipe(4 * hop**2 / top)


def leading_error(N):
    e = 2 * mp.asinh(mp.mpf(delta) / (2 * mp.mpf(t)))
    strength = mp.sqrt(delta * mp.sqrt(mp.mpf(delta)**2 + 4 * mp.mpf(t)**2) / mp.pi)
    return (-1)**N * 2 * strength * mp.mpf(N)**(-1.5) * mp.exp(-N * e)


correction = 3 / (8 * np.tanh(eta))
ratios = {N: float(precise_error(N) / leading_error(N)) for N in (10, 20, 40)}
assert abs((ratios[40] - 1) * 40 - correction) < 0.01
assert abs(ratios[40] - 1) < abs(ratios[20] - 1) < abs(ratios[10] - 1)

# Without a gap the convergence is algebraic.
gapless = {N: mesh_energy(N, 0.0, 0.0) + 8 * t / np.pi for N in (100, 101)}
assert abs(gapless[100] * 100**2 / (2 * np.pi * t / 3) - 1) < 1e-3
assert abs(gapless[101] * 101**2 / (-np.pi * t / 3) - 1) < 1e-3


# Three-dimensional diamond-lattice model: the general bound with d = 3.
def diamond_energy(N):
    x = 2 * np.pi * np.arange(N) / N
    x1, x2, x3 = np.meshgrid(x, x, x, indexing="ij")
    s = (1 + np.exp(-1j * x1) + np.exp(-1j * x2) + np.exp(-1j * x3)).ravel()
    h = np.zeros((s.size, 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = delta, -delta
    h[:, 0, 1], h[:, 1, 0] = t * s, t * s.conj()
    return 2 * np.mean(np.linalg.eigvalsh(h)[:, 0])


eta3 = np.log(1 + 2 * delta / (2 * 6 * t))
M3 = 2 * np.sqrt(delta**2 + t**2 * (1 + 3 * np.exp(eta3))**2)
diamond_exact = diamond_energy(40)
assert abs(diamond_exact - diamond_energy(36)) < 1e-10
diamond_error, diamond_bound = {}, {}
for N in range(2, 17):
    diamond_error[N] = diamond_energy(N) - diamond_exact
    diamond_bound[N] = M3 * (1 / np.tanh(eta3 * N / 2)**3 - 1)
    assert abs(diamond_error[N]) <= diamond_bound[N]
diamond_rate = np.log(abs(diamond_error[4] / diamond_error[16])) / 12
assert diamond_rate > eta3

print(f"Oblique lattice: nonzero R tested {total}, integrated wrongly {wrong}")
print(f"Chain: a = {a:.1f} angstrom, t = {t:.1f} eV, delta = {delta:.1f} eV")
print(f"Chain gap = {2 * delta:.1f} eV")
print(f"Width eta = {eta:.6f} (dimensionless)")
print(f"Guaranteed lower bound on eta = {eta_guaranteed:.6f} (dimensionless)")
print(f"kappa = {eta / a:.6f} 1/angstrom = {eta / a * bohr:.6f} 1/bohr")
print(f"Error factor per added mesh point, exp(-eta) = {np.exp(-eta):.6f}")
print(f"Exact energy per cell = {exact:.8f} eV = {exact / hartree:.8f} hartree")
for N in (2, 4, 6, 8, 10, 12):
    print(f"N = {N:2d}: mesh error {float(precise_error(N)): .4e} eV, "
          f"leading law {float(leading_error(N)): .4e} eV")
for N, ratio in ratios.items():
    print(f"N = {N}: mesh error / leading law = {ratio:.6f}")
print(f"Predicted coefficient of 1/N in that ratio = {correction:.6f}")
for shift in (0.0, 0.5, 0.25):
    print(f"N = 4, shift {shift:.2f} step: error {mesh_energy(4, shift) - exact: .4e} eV")
print(f"N = 8, shift 0.00 step: error {mesh_energy(8) - exact: .4e} eV")
for d in (0.25, 0.5, 1.0):
    errors = [abs(mesh_energy(N, 0.0, d) - exact_energy(d)) for N in range(1, 61)]
    needed = max(i + 1 for i, e in enumerate(errors) if e >= 1e-3) + 1
    print(f"Gap {2 * d:.1f} eV: eta = {width(d):.6f}, N for error below 1 meV = {needed}")
for N in (20, 40):
    print(f"Doubled cell, N = {N}: lowest band alone, one spin, error "
          f"{lowest_error[N]: .4e} eV")
print(f"Doubled cell, N = 20: occupied sum, one spin, |error| below 1e-12 eV: "
      f"{abs(sum_error[20]) < 1e-12}")
for N in (100, 101):
    print(f"Gapless chain, N = {N}: error {gapless[N]: .4e} eV")
print(f"Diamond model: gap {2 * delta:.1f} eV, guaranteed eta = {eta3:.6f}")
print(f"Diamond model: strip bound M = {M3:.4f} eV")
print(f"Diamond model: converged energy = {diamond_exact:.8f} eV")
for N in (4, 8, 12, 16):
    print(f"Diamond N = {N:2d} per axis: error {diamond_error[N]: .4e} eV, "
          f"bound {diamond_bound[N]:.4e} eV")
print(f"Diamond mean decay rate from N = 4 to 16 = {diamond_rate:.4f} per mesh point")
print("all assertions hold")
```

It prints:

```
Oblique lattice: nonzero R tested 728, integrated wrongly 44
Chain: a = 4.0 angstrom, t = 1.0 eV, delta = 1.0 eV
Chain gap = 2.0 eV
Width eta = 0.962424 (dimensionless)
Guaranteed lower bound on eta = 0.405465 (dimensionless)
kappa = 0.240606 1/angstrom = 0.127323 1/bohr
Error factor per added mesh point, exp(-eta) = 0.381966
Exact energy per cell = -3.35521994 eV = -0.12330206 hartree
N =  2: mesh error  1.1915e-01 eV, leading law  8.7037e-02 eV
N =  4: mesh error  5.1351e-03 eV, leading law  4.4896e-03 eV
N =  6: mesh error  3.8824e-04 eV, leading law  3.5655e-04 eV
N =  8: mesh error  3.5987e-05 eV, leading law  3.3788e-05 eV
N = 10: mesh error  3.7093e-06 eV, leading law  3.5273e-06 eV
N = 12: mesh error  4.0824e-07 eV, leading law  3.9149e-07 eV
N = 10: mesh error / leading law = 1.051587
N = 20: mesh error / leading law = 1.025440
N = 40: mesh error / leading law = 1.012645
Predicted coefficient of 1/N in that ratio = 0.503115
N = 4, shift 0.00 step: error  5.1351e-03 eV
N = 4, shift 0.50 step: error -5.0632e-03 eV
N = 4, shift 0.25 step: error -3.5976e-05 eV
N = 8, shift 0.00 step: error  3.5987e-05 eV
Gap 0.5 eV: eta = 0.249353, N for error below 1 meV = 13
Gap 1.0 eV: eta = 0.494933, N for error below 1 meV = 9
Gap 2.0 eV: eta = 0.962424, N for error below 1 meV = 6
Doubled cell, N = 20: lowest band alone, one spin, error  7.5596e-04 eV
Doubled cell, N = 40: lowest band alone, one spin, error  1.8895e-04 eV
Doubled cell, N = 20: occupied sum, one spin, |error| below 1e-12 eV: True
Gapless chain, N = 100: error  2.0944e-04 eV
Gapless chain, N = 101: error -1.0266e-04 eV
Diamond model: gap 2.0 eV, guaranteed eta = 0.154151
Diamond model: strip bound M = 9.2195 eV
Diamond model: converged energy = -4.22265599 eV
Diamond N =  4 per axis: error  3.8306e-03 eV, bound 3.3606e+02 eV
Diamond N =  8 per axis: error  1.3818e-05 eV, bound 4.6572e+01 eV
Diamond N = 12 per axis: error  1.0361e-07 eV, bound 1.4655e+01 eV
Diamond N = 16 per axis: error  1.0476e-09 eV, bound 6.1423e+00 eV
Diamond mean decay rate from N = 4 to 16 = 1.2593 per mesh point
all assertions hold
```
